# Two Derivations of the Low-Frequency Helicon Dispersion Relation

A plasma with $5\times10^{18}$ electrons per cubic metre has an electron plasma frequency of $1.26\times10^{11}$ rad/s. In a steady magnetic field of 0.05 T it nevertheless carries an electromagnetic wave at $7.71\times10^{7}$ rad/s, or 12.3 MHz, some 1600 times lower. The wavelength along the field is 0.314 m. Without the steady field, and without collisions, the same electrons, taken as cold, would screen a disturbance of this frequency over a depth of about 2.4 mm. At a few eV thermal electrons cross such a layer in less than a wave period, so the depth is then not set by inertia alone, but it remains a few millimetres.

The wave is a helicon, and its frequency is

$$\omega_0=\frac{k\,k_\parallel B_0}{\mu_0 e n}. \tag{1}$$

Here $k$ is the total wavenumber and $k_\parallel=k\cos\theta$ its component along the steady field $\mathbf B_0=B_0\hat{\mathbf z}$. The electron density is $n$, and $e>0$ is the elementary charge. Wave fields vary as $\exp[i(\mathbf k\cdot\mathbf r-\omega t)]$, with $\omega>0$ and, unless stated otherwise, $k_\parallel>0$.

The plasma is uniform and quasineutral, with singly charged ions and no equilibrium flow. Equation (1) neglects electron inertia, collisions, pressure and ion motion. It also needs the displacement current to be negligible, which does not follow from the other neglects.

## First derivation: the magnetic field is carried by electrons

**Force balance.** An electron without inertia or collisions cannot sustain a net force. To first order in the wave amplitude,

$$\mathbf E+\mathbf v\times\mathbf B_0=0 .$$

Because the ions are fixed, the current density is $\mathbf J=-ne\mathbf v$. Substituting $\mathbf v=-\mathbf J/(ne)$ gives

$$\mathbf E=\frac{\mathbf J\times\mathbf B_0}{en}. \tag{2}$$

This field is perpendicular to $\mathbf B_0$, so $E_z=0$. Parallel current can still flow: force balance leaves $v_z$ free, and Ampère's law determines it.

**Induction.** Let $\mathbf b$ be the wave magnetic field. Without displacement current, Ampère's law is $\nabla\times\mathbf b=\mu_0\mathbf J$. The divergence of a curl vanishes, so $\nabla\cdot\mathbf J=0$, and by continuity the electron density is not perturbed.

Faraday's law, $\partial\mathbf b/\partial t=-\nabla\times\mathbf E$, requires the curl of (2). For constant $\mathbf B_0$,

$$\nabla\times(\mathbf J\times\mathbf B_0)
=(\mathbf B_0\cdot\nabla)\mathbf J-\mathbf B_0(\nabla\cdot\mathbf J)
=B_0\frac{\partial\mathbf J}{\partial z}.$$

Since $n$ is uniform, it can be taken outside the curl. Replacing $\mathbf J$ by $\nabla\times\mathbf b/\mu_0$ gives

$$\frac{\partial\mathbf b}{\partial t}
=-\frac{B_0}{\mu_0en}\frac{\partial}{\partial z}(\nabla\times\mathbf b). \tag{3}$$

**Plane waves.** With $\partial_t\to-i\omega$, $\partial_z\to ik_\parallel$ and $\nabla\to i\mathbf k$, (3) becomes

$$-i\omega\mathbf b=-\frac{B_0}{\mu_0en}\,ik_\parallel\,(i\mathbf k\times\mathbf b),
\qquad
\omega\mathbf b=\frac{B_0k_\parallel}{\mu_0en}\,(i\mathbf k\times\mathbf b). \tag{4}$$

The eigenvalues of $i\mathbf k\times$ are found by applying it twice. Because $\mathbf k\cdot\mathbf b=0$,

$$i\mathbf k\times(i\mathbf k\times\mathbf b)
=-\left[\mathbf k(\mathbf k\cdot\mathbf b)-k^2\mathbf b\right]=k^2\mathbf b .$$

The eigenvalues on transverse fields are therefore $sk$ with $s=\pm1$, and $\omega=s\,k\,k_\parallel B_0/(\mu_0en)$. For $k_\parallel>0$, positive frequency selects $s=+1$, which is (1). For $k_\parallel<0$ it selects $s=-1$, so in general $|k_\parallel|$ appears.

**Polarization.** Take unit vectors with $\mathbf e_1\times\mathbf e_2=\mathbf k/k$. The field $\mathbf b\propto\mathbf e_1+i\mathbf e_2$ satisfies $i\mathbf k\times\mathbf b=k\mathbf b$. At a fixed point its real part is proportional to $\mathbf e_1\cos\omega t+\mathbf e_2\sin\omega t$, a right-handed rotation about $\mathbf k$. For $k_\parallel>0$ this is also the sense in which electrons gyrate about $\mathbf B_0$, since their free motion obeys $\dot{\mathbf v}=(eB_0/m)\,\hat{\mathbf z}\times\mathbf v$.

For this wave $\mathbf J=k\mathbf b/\mu_0$ is parallel to $\mathbf b$. The nonlinear force $\mathbf J\times\mathbf b$ then vanishes, so a single plane wave solves the massless model at finite amplitude too. Symbolic differentiation confirms this. With $\mathbf k$ and $\omega$ unchanged, the opposite helicity fails the same test, but only because by (4) it needs the opposite sign of $\omega$; its current is also parallel to its field. Two superposed waves need not share the property, because the current of one need not be parallel to the field of the other.

**A bounded case.** Equation (3) does not require a plane wave across the field. Suppose that $\mathbf b$ varies as $\exp[i(k_\parallel z-\omega t)]$ and satisfies $\nabla\times\mathbf b=\alpha\mathbf b$ with constant $\alpha$. Then (3) gives

$$\omega=\frac{\alpha k_\parallel B_0}{\mu_0en}.$$

A second curl, with $\nabla\cdot\mathbf b=0$, gives $-\nabla^2\mathbf b=\alpha^2\mathbf b$, so $|\alpha|$ is the total wavenumber. In a uniform column, the boundary conditions select the allowed values of $\alpha$.

## Second derivation: the currents driven by an electric field

This route starts from the electric field and adds the currents it drives. Ion and displacement currents are kept at first, so that their removal can be judged. Choose axes with $\mathbf k=(k_\perp,0,k_\parallel)$.

**Currents.** Massless electrons again require $E_z=0$. Across the field they drift with $\mathbf v_\perp=\mathbf E\times\hat{\mathbf z}/B_0$, so their current is

$$J_{ex}=-\frac{ne}{B_0}E_y,\qquad J_{ey}=+\frac{ne}{B_0}E_x .$$

For an ion of mass $M$, let $\omega_{ci}=eB_0/M$. When $\omega\gg\omega_{ci}$, the magnetic force on the ion is small compared with its inertia. Then $-i\omega M\mathbf V=e\mathbf E$, and the ion current is $ine^2\mathbf E/(M\omega)$.

**Wave equation.** Faraday's law is $\mathbf k\times\mathbf E=\omega\mathbf b$, and Ampère's law with displacement current is $i\mathbf k\times\mathbf b=\mu_0\mathbf J-i\omega\mathbf E/c^2$. Eliminating $\mathbf b$ gives

$$\mathbf k\times(\mathbf k\times\mathbf E)=-i\omega\mu_0\mathbf J-\frac{\omega^2}{c^2}\mathbf E. \tag{5}$$

With $E_z=0$, the $x$ and $y$ components of the left side are $k_\perp^2E_x-k^2E_x=-k_\parallel^2E_x$ and $-k^2E_y$. Define

$$h=\frac{\mu_0ne}{B_0},\qquad
\sigma=\frac{\omega^2}{c^2}-\frac{\mu_0ne^2}{M}.$$

The first term of $\sigma$ comes from the displacement current and the second from the ions. Inserting the currents into (5) and collecting terms gives

$$(\sigma-k_\parallel^2)E_x=i\omega hE_y,\qquad
(\sigma-k^2)E_y=-i\omega hE_x. \tag{6}$$

The $z$ component of (5) only determines the parallel electron current, $J_z=ik_\perp k_\parallel E_x/(\omega\mu_0)$.

Multiplying the two equations in (6) and cancelling the nonzero product $E_xE_y$ gives

$$(\sigma-k_\parallel^2)(\sigma-k^2)=\omega^2h^2. \tag{7}$$

Fixed ions and no displacement current mean $\sigma=0$. Then $k^2k_\parallel^2=\omega^2h^2$, whose positive root is (1).

The first of (6) now gives $E_y=i\cos\theta\,E_x$. The electric field is elliptical in the plane perpendicular to $\mathbf B_0$, while the magnetic field is circular in the plane perpendicular to $\mathbf k$. For oblique propagation $\mathbf k\cdot\mathbf E=k_\perp E_x$ is not zero, so a small space charge exists. Its rate of change is balanced by the divergence of a current of the same order as the neglected displacement current, which is why $\nabla\cdot\mathbf J=0$ remains consistent at leading order.

## Reading the example

The example takes $k_\parallel=20$ m⁻¹ and $k_\perp=75$ m⁻¹. Hence

$$k=\sqrt{75^2+20^2}\ \text{m}^{-1}=77.6\ \text{m}^{-1},\qquad
\cos\theta=\frac{20}{77.6}=0.258,$$

and the wave propagates at 75° to the field. It is convenient to introduce the electron skin depth $\delta$ and cyclotron frequency $\omega_{ce}$,

$$\delta^2=\frac{m}{\mu_0ne^2},\qquad \omega_{ce}=\frac{eB_0}{m},$$

where $m$ is the electron mass. Since $\delta^2\omega_{ce}=B_0/(\mu_0ne)$, (1) can be written as

$$\omega_0=k^2\delta^2\,\omega_{ce}\cos\theta. \tag{8}$$

The electron mass cancels in this product. With $\delta=2.38$ mm, $k^2\delta^2=0.0340$, and with $\omega_{ce}\cos\theta=2.266\times10^9$ rad/s, (8) gives $7.71\times10^7$ rad/s, or 12.27 MHz.

Two limits show the role of the angle. For propagation along the field, $k=k_\parallel$ and the frequency is quadratic in the wavenumber. For $k_\perp\gg k_\parallel$, $k$ is close to $k_\perp$ and the frequency is nearly linear in $k_\parallel$. Replacing $k$ by $k_\perp$ here would lower the frequency by 3.4%, because $75/77.6=0.966$.

In a discharge driven at fixed frequency, (1) can be read as a condition on density, $n=kk_\parallel B_0/(\mu_0e\omega)$. If the wavenumbers are also fixed, the density must rise in proportion to $B_0$.

## What inertia and collisions change

The first derivation extends directly to electrons with mass and a collision rate $\nu$. Their equation of motion is

$$m\frac{\partial\mathbf v}{\partial t}=-e(\mathbf E+\mathbf v\times\mathbf B_0)-m\nu\mathbf v .$$

Solving for $\mathbf E$ with $\mathbf v=-\mathbf J/(ne)$ gives

$$\mathbf E=\frac{\mathbf J\times\mathbf B_0}{en}
+\frac{m}{ne^2}\left(\frac{\partial\mathbf J}{\partial t}+\nu\mathbf J\right).$$

For the helicity $\nabla\times\mathbf b=k\mathbf b$, we have $\mu_0\nabla\times\mathbf J=k^2\mathbf b$. Faraday's law becomes

$$-i\omega=-i\omega_0-k^2\delta^2(-i\omega+\nu).$$

Collecting the terms in $\omega$ and multiplying by $i$ gives

$$\omega=\frac{\omega_0-i\nu k^2\delta^2}{1+k^2\delta^2}. \tag{9}$$

The negative imaginary part means decay in time. Setting $B_0=0$ and $\nu=0$ makes $\omega_0=0$, and a nonzero frequency then needs $k^2=-1/\delta^2$. This is the 2.4 mm screening noted at the outset. The steady field permits propagation because the electric field can be balanced by the magnetic force instead of by electron acceleration.

**Inertia.** Massless electrons require $k^2\delta^2\ll1$, which by (8) is the same as $\omega_0\ll\omega_{ce}\cos\theta$. In the example, inertia lowers the frequency from 12.27 to $12.27/1.034=11.87$ MHz, a shift of −3.3% relative to $\omega_0$.

**Collisions.** From (9) and (8), the ratio of amplitude damping rate $\gamma$ to real frequency $\omega_r$ is

$$\frac{\gamma}{\omega_r}=\frac{\nu k^2\delta^2}{\omega_0}
=\frac{\nu}{\omega_{ce}\cos\theta}. \tag{10}$$

For $\nu=5\times10^7$ s⁻¹, the collision rate is 65% of $\omega_0$, yet (10) gives $5\times10^7/(2.266\times10^9)=0.022$. The condition for weak damping is thus $\nu\ll\omega_{ce}\cos\theta$, and $\nu\ll\omega$ is not required. The factor $\cos\theta$ arises because $\mathbf J$ is perpendicular to $\mathbf k$. The component of $\mathbf B_0$ across $\mathbf k$ then gives a force along $\mathbf k$, which has no curl. The component $B_0\cos\theta$ alone drives induction, and friction competes with its force.

**The missing wave.** Without collisions, (9) reads $\omega(1+k^2\delta^2)=\omega_{ce}k_\parallel k\delta^2$. At fixed $\omega$ and $k_\parallel$ this is quadratic in $k$:

$$\delta^2k^2-\frac{\omega_{ce}k_\parallel\delta^2}{\omega}k+1=0,
\qquad k_1k_2=\frac{1}{\delta^2}.$$

If $k_1=77.6$ m⁻¹ is the helicon, the second root is $k_2=2281$ m⁻¹, a Trivelpiece–Gould wave 2.8 mm long. As $m\to0$ at fixed $k_1$, $k_2$ tends to infinity and the wave leaves the model. Equation (1) can therefore be accurate for the helicon while the massless model lacks a wave needed to satisfy conditions at a wall.

Collisions affect this second wave much more strongly. Its angle satisfies $\cos\theta_2=k_\parallel/k_2$, so $\omega_{ce}\cos\theta_2=\omega_{ce}k_\parallel k_1\delta^2=\omega_0$. By (10) its damping ratio is $\nu/\omega_0=0.65$, against 0.022 for the helicon. Both short-wave values, $k_2$ and this ratio, assume fixed ions. Argon ion motion raises $k_2$ by 11 to 12% at the same frequency and $k_\parallel$, so it matters much more for this wave than for the helicon.

## What ions and displacement current change

Equation (7) supplies the other two corrections. For small $\sigma$, dropping $\sigma^2$ gives

$$\omega^2h^2\simeq k^2k_\parallel^2-\sigma(k^2+k_\parallel^2),
\qquad
\frac{\omega-\omega_0}{\omega_0}\simeq
-\frac{\sigma}{2}\,\frac{k^2+k_\parallel^2}{k^2k_\parallel^2}. \tag{11}$$

**Ions.** Here $\sigma=-\mu_0ne^2/M$. By (1), $\mu_0ne/(kk_\parallel)=B_0/\omega_0$, so the relative shift is

$$+\frac{\omega_{ci}}{\omega_0}\,\frac{1+\cos^2\theta}{2\cos\theta}.$$

For argon, $\omega_{ci}=1.21\times10^5$ rad/s and $\omega_{ci}/\omega_0=1.57\times10^{-3}$. The angular factor is 2.07, and the shift is +0.32%. At fixed $k$, $\omega_0$ is itself proportional to $\cos\theta$, so this correction grows roughly as $1/\cos^2\theta$ near perpendicular propagation. There (1) fails even if the wavenumber is small enough for inertia to be negligible.

**Displacement current.** Here $\sigma=\omega_0^2/c^2$. With $N_\parallel=k_\parallel c/\omega_0$, the relative shift is

$$-\frac{1+\cos^2\theta}{2N_\parallel^2}.$$

The example has $N_\parallel=77.8$, which gives −0.009%. The condition is that the phase velocity along the field, $\omega_0/k_\parallel=3.86\times10^6$ m/s here, be much less than $c$.

These formulas were tested against a linear two-fluid calculation with the full Maxwell equations, in which each effect was restored separately. With inertia, ion motion and displacement current all present, the collisionless frequency is 11.91 MHz, 2.98% below (1). The three separate shifts add to the same figure at this precision. The numerical output gives the individual comparisons. This reference still omits pressure, kinetic effects, density gradients and walls, so 3% measures the error of (1) within the cold uniform model, not its error in a real discharge.

## What each derivation assumes

Both derivations rest on massless electron force balance, and for (1) both need fixed ions and negligible displacement current. They differ in where these assumptions enter.

The first drops the displacement current at the start, because it uses $\nabla\cdot\mathbf J=0$ to reach (3). In return it needs no plane wave across the field, it applies to curl eigenfields in a uniform column, and it ties the sign of the frequency to the helicity. Inertia and friction enter it as simple additions to $\mathbf E$.

The second assumes a plane wave and a linear response from the beginning, but it does not assume $\nabla\cdot\mathbf J=0$. Ion and displacement currents stay in (7) until they are shown to be small. Its use of $E_z=0$ excludes electron inertia and friction, so (7) by itself cannot reveal the Trivelpiece–Gould wave.

Both use uniform density. If $n$ varies, the curl of (2) acquires the term $\nabla(1/n)\times(\mathbf J\times\mathbf B_0)/e$, and (3) no longer holds. If the density varies over a length $L$, this term can reach $1/(k_\parallel L)$ times the one kept in (3). Equation (1) is then at best a local estimate. It is safe for any direction of the gradient if the density changes little over the distance $1/k_\parallel$, which for oblique waves is longer than $1/k$. If the gradient lies along the perpendicular wavevector, only the component of $\mathbf J$ in that direction enters. That component is smaller by $\cos\theta$, so the ratio falls to $1/(kL)$ and the weaker condition $kL\gg1$ is enough.

## Computed results

```
electron density n = 5.000e+18 m^-3
steady magnetic field B0 = 0.050 T
parallel wavenumber k_par = 20.00 m^-1
perpendicular wavenumber k_perp = 75.00 m^-1
total wavenumber k = 77.6209 m^-1
cos(theta) = 0.25766 (dimensionless)
propagation angle theta = 75.07 deg
parallel wavelength = 0.3142 m
argon ion mass = 6.63343e-26 kg
collision rate nu = 5.000e+07 s^-1
helicon angular frequency omega0 = 7.71060e+07 rad/s
helicon frequency omega0/(2 pi) = 12.2718 MHz
parallel phase velocity = 3.8553e+06 m/s
electron cyclotron frequency = 8.7941e+09 rad/s
electron cyclotron frequency * cos(theta) = 2.2659e+09 rad/s
ion cyclotron frequency = 1.2077e+05 rad/s
electron plasma frequency = 1.2615e+11 rad/s
electron skin depth delta = 2.3765 mm
k^2 delta^2 = 0.03403 (dimensionless)
parallel refractive index N_z = 77.761 (dimensionless)
frequency with inertia, formula = 11.8680 MHz
frequency with inertia, two-fluid = 11.8680 MHz
inertia shift = -3.2909 percent
ion shift, formula = 0.3241 percent
ion shift, two-fluid = 0.3235 percent
displacement shift, formula = -0.00882 percent
displacement shift, two-fluid = -0.00882 percent
amplitude damping rate, formula = 1.6454e+06 s^-1
amplitude damping rate, two-fluid = 1.6454e+06 s^-1
damping rate / real angular frequency = 0.02207
collision rate / omega0 = 0.6485
Trivelpiece-Gould total wavenumber = 2281.04 m^-1
Trivelpiece-Gould total wavelength = 2.755 mm
full collisionless two-fluid frequency = 11.9063 MHz
full collisionless shift from omega0 = -2.9783 percent
sum of separate shifts = -2.9756 percent
```
